Spreading resistance of a heated disk on an anisotropic half-space

A chip on a layered heat spreader sends heat into a material that conducts well along its layers and poorly across them. Consider a homogeneous body filling z > 0, with conductivity k_r in every direction parallel to its surface and k_z along the surface normal. A steady power P enters through a disk of radius a centred at the origin. The rest of the surface is adiabatic.

T denotes the temperature rise above ambient and vanishes far from the disk. The distance from the axis is r. The heat flux entering the body is

q = −k_z ∂T/∂z at z = 0,

positive because T falls with depth. The spreading resistance is R = (disk rise)/P. If the disk is not isothermal, the rise meant must be named. Conductivities are constant until part (h).

**(a) Find an isotropic body with the same surface temperatures and the same entering heat flux. What is its conductivity?**

Energy conservation in the steady state gives

k_r ∇_r²T + k_z ∂²T/∂z² = 0,

where ∇_r² is the Laplacian in the two lateral coordinates. Stretch the depth by a constant s, writing z' = sz and T(r, z) = U(r, z'). Each z-derivative produces one factor s, so

k_r ∇_r²U + k_z s² ∂²U/∂z'² = 0.

This is Laplace's equation if k_z s² = k_r, which means

s = √(k_r/k_z).

Laplace's equation contains no conductivity, so the equivalent conductivity must come from the flux condition:

q = −k_z ∂T/∂z = −k_z s ∂U/∂z' = −√(k_r k_z) ∂U/∂z'.

The equivalent isotropic body therefore has conductivity

k_g = √(k_r k_z).

The plane z = 0 is not moved by the stretch and lateral lengths are unchanged. The disk keeps its shape, its temperatures and its total power P, and the adiabatic surface stays adiabatic.

Lateral heat flow gives the same answer. A strip of height dz carries heat in proportion to k_r dz = (k_r/s) dz', and k_r/s = √(k_r k_z). One conductivity thus serves both directions in the stretched body.

The argument used a deep, wide body, a steady state, a single lateral conductivity and a principal axis along the normal. It did not use the circular shape, so it holds for any heated patch on this surface.

**(b) Find R for an isothermal disk. Try the entering flux density σ(r) = P/(2πa√(a² − r²)).**

The trial density carries the correct power:

∫₀ᵃ σ 2πr dr = (P/a) ∫₀ᵃ r dr/√(a² − r²) = (P/a)·a = P.

Next, a surface point source of power P in the equivalent body gives

U = P/(2πk_g ρ), ρ² = r² + z'².

Its flux through a hemisphere is −k_g (dU/dρ)·2πρ² = P, and ∂U/∂z' = 0 on the surface away from the source.

To find the temperature at a disk point p, use polar coordinates about p. The area element |ℓ| dℓ dφ cancels the 1/|ℓ| of the point source. Letting ℓ take both signs, each φ between 0 and π describes a full chord through p. If the chord has half-length c and u is measured from its midpoint, then a² − r² = c² − u². Hence

T(p) = (1/(2πk_g)) (P/(2πa)) ∫₀^π dφ ∫₋c^c du/√(c² − u²).

The inner integral is π for every chord, whatever c is, so

T(p) = P·π·π/(4π²ak_g) = P/(4ak_g).

This does not depend on p, so the trial density does produce an isothermal disk. The solution is unique: the difference of two solutions with equal disk temperature would have zero temperature on the disk, no flux elsewhere on the surface and no source, and so would vanish. The result is

R_iso = 1/(4a√(k_r k_z)).

The flux density diverges at the rim, but its integral is finite.

**(c) How deep is the heated region below an isothermal disk?**

On the axis, each ring of the disk lies at stretched distance √(r² + z'²), so

T(0, z') = (P/(2πak_g)) ∫₀ᵃ r dr/[√(a² − r²) √(r² + z'²)].

Put w = √(a² − r²), so that r dr = −w dw and r² + z'² = a² + z'² − w². The integral becomes

∫₀ᵃ dw/√(a² + z'² − w²) = arcsin[a/√(a² + z'²)] = arctan(a/z').

Dividing by the disk rise P/(4ak_g) gives

T(0, z')/T_disk = (2/π) arctan(a/z').

The rise is halved at z' = a, which is the physical depth

z_half = a√(k_z/k_r).

When k_r ≫ k_z the warm region is a shallow pancake. This explains why neither conductivity can be used alone: heat must cross the layers to enter the body, and how far it must cross depends on how easily it escapes sideways.

**(d) Replace the isothermal disk by one with uniform flux q = P/(πa²). Find the centre rise and the mean rise.**

At the centre, a ring of radius r contributes q·2πr dr/(2πk_g r), so

T_centre = (q/k_g) ∫₀ᵃ dr = qa/k_g = P/(πak_g).

The mean requires the sum over all pairs of disk points,

T_mean = (1/(πa²)) (q/(2πk_g)) J, J = ∬ dA dA'/|r − r'|.

Build the disk from rings. At the edge of a disk of radius b, a chord at angle φ to the inward diameter has length 2b cos φ. The integral of 1/distance over that disk, seen from its edge, is

∫ 2b cos φ dφ from −π/2 to π/2 = 4b.

Adding a ring of area 2πb db creates pairs between ring and disk, each counted twice in J:

dJ = 2·4b·2πb db = 16πb² db, J = 16πa³/3.

Therefore

T_mean = q·(16πa³/3)/(2π²a²k_g) = 8qa/(3πk_g) = 8P/(3π²ak_g).

In units of 1/(ak_g), the resistances are 0.250 for the isothermal disk, 0.270 for the uniform-flux mean and 0.318 for the uniform-flux centre. The source condition changes the prefactor but not the combination of conductivities.

These formulas were compared with a finite-volume solution in the original, unstretched coordinates for k_r/k_z = 1, 160 and 1/100. The largest deviation was 0.30 % of the formula value for the resistances and 0.27 % for the half-rise depth.

**(e) Evaluate the results for a small power die on annealed pyrolytic graphite. Take a = 0.50 mm, P = 10 W, k_r = 1600 W/(m K) and k_z = 10 W/(m K).**

The conductivities are rough typical values for this material with its layers parallel to the surface. They give

k_g = √(1600 × 10) = 126.5 W/(m K),

R_iso = 1/(4 × 0.50×10⁻³ × 126.5) = 3.95 K/W.

At 10 W the isothermal disk rises by 39.5 K. For uniform flux the mean rise is 42.7 K and the centre rise is 50.3 K.

With k_r used in both directions, the isothermal formula would give 0.3125 K/W. With k_z in both directions it would give 50.0 K/W. These are wrong by the factor √(k_r/k_z) = 12.65, downwards and upwards respectively.

The half-rise depth is 0.50 mm/12.65 = 39.5 µm. (Its digits match those of the temperature rise by coincidence.) Half of the temperature drop below the centre thus occurs within a layer much thinner than the disk radius.

**(f) Suppose the two lateral conductivities differ, k_x ≠ k_y. Does a geometric mean still give R for an isothermal disk?**

Put x = √k_x ξ, y = √k_y η and z = √k_z ζ. The heat equation becomes Laplace's equation in (ξ, η, ζ), with the point-source solution

T = A/√(x²/k_x + y²/k_y + z²/k_z).

To fix A, count the heat crossing a plane below the source:

P = ∫ (−k_z ∂T/∂z) dx dy = √(k_x k_y k_z) ∫ (−∂T/∂ζ) dξ dη.

In the scaled space the last integral equals the flux through a hemisphere, 2πA. Hence A = P/(2π√(k_x k_y k_z)).

On the surface, at distance ℓ and angle φ from the source, the temperature is A/(ℓ g(φ)), with

g² = cos²φ/k_x + sin²φ/k_y.

The chord argument of part (b) still works, because g depends on the chord's direction but not on position along it. The same flux density therefore keeps the disk isothermal, and

R = (1/(4πa√(k_x k_y k_z))) ∫₀^π dφ/g(φ).

Call the larger lateral conductivity k_max and the smaller k_min, and measure φ from the direction of k_max. Then

g² = (1 − m cos²φ)/k_min, m = 1 − k_min/k_max.

With the complete elliptic integral K(m) = ∫₀^{π/2} dφ/√(1 − m sin²φ), the angular integral is 2√k_min K(m), and

R = K(m)/(2πa√(k_max k_z)).

For equal lateral conductivities m = 0 and K = π/2, which restores part (b). Otherwise the circle becomes an ellipse in the scaled space, and a geometric mean does not carry the whole dependence.

For example, stand the graphite layers upright, so that the conductivities are 1600 and 10 W/(m K) along the surface and 1600 W/(m K) along the normal. Then m = 0.99375, K ≈ 3.93 and

R = 3.93/(2π × 0.50×10⁻³ × 1600) = 0.782 K/W.

For the same isothermal disk on a half-space, this is about one fifth of the resistance with flat layers. Replacing the lateral pair by its own geometric mean, 126.5 W/(m K), would instead give 1/(4a√(126.5 × 1600)) ≈ 1.11 K/W, about 40 % too high.

**(g) A uniform flux q is switched on at t = 0. Find the centre rise, and decide which conductivity controls its early part. The heat capacity per volume is C.**

The heat equation is now C ∂T/∂t = k_r ∇_r²T + k_z ∂²T/∂z². The stretch of part (a) gives

∂U/∂t = D ∇'²U, D = k_r/C,

where ∇'² is the Laplacian in the stretched coordinates. The flux condition still contains k_g. A point source of power P switched on at t = 0 produces

U = P erfc(ρ/√(4Dt))/(2πk_g ρ).

Here ρU obeys the one-dimensional diffusion equation, as a spherically symmetric solution requires. The rise starts at zero, and near ρ = 0 it has the steady form that carries power P. Adding the rings of the disk gives

T_centre(t) = (q/k_g) ∫₀ᵃ erfc(r/√(4Dt)) dr.

Set X = a/√(4Dt) and integrate by parts, using d(erfc u)/du = −(2/√π)e^(−u²):

T_centre(t) = (2q√(Dt)/k_g) [X erfc X + (1 − e^(−X²))/√π].

At early times X ≫ 1 and the bracket tends to 1/√π. Inserting D and k_g, the lateral conductivity cancels:

T_centre ≈ 2q√(Dt/π)/k_g = 2q√(t/(πk_z C)).

The centre has not yet felt the disk edge, so heat there flows straight down. At late times X ≪ 1 and the bracket is X − X²/√π to second order, so

T_centre ≈ (qa/k_g) [1 − a/√(4πDt)].

The geometric mean therefore belongs to the steady state. The early law, extended, meets the steady value when 2√(t/(πk_z C)) = a/√(k_r k_z), or

t_c = πa²C/(4k_r).

At fixed a and C, this crossover time depends on the lateral conductivity alone.

For the graphite example take C = 1.60 MJ/(m³ K), again a rough value. The flux is 12.73 W/mm² and t_c = 0.196 ms. At 0.010 ms the full formula and the early law both give 11.36 K. At t_c the rise is 35.1 K, about 70 % of its steady value. At 10 ms it is 48.1 K, still 4 % below the steady 50.3 K, because the late approach goes only as 1/√t.

The Laplace transform of the transient formula was compared with finite-volume solutions at k_r/k_z = 16 for three values of the transform variable. The largest relative deviation was 0.12 %.

**(h) What do a finite thickness and a temperature-dependent conductivity change? How closely does the half-space describe a real spreader?**

First take a very wide slab whose base, at z = H, is held at ambient. In stretched coordinates the base lies at H' = H√(k_r/k_z). Images at z' = 2nH' with signs (−1)ⁿ, for all nonzero integers n, satisfy both the cold base and the adiabatic top. If a ≪ H', each image shifts the whole disk by nearly the same amount. Images above and below contribute equally:

ΔR = 2 Σ (−1)ⁿ/(2πk_g·2nH'), n = 1, 2, 3, …

Since Σ(−1)ⁿ/n = −ln 2 and k_g H' = k_r H,

ΔR = −ln 2/(2πk_r H)

to leading order in a/H'. In a finite-volume test with k_r/k_z = 4 and H = 4a, the shift of the uniform-flux mean agreed with this formula well within 1 %. The printed deviation of 0.03 % is partly a cancellation of errors: the mean square distance between two disk points is a², and including it in the image distances reduces the size of the shift by about 0.25 % here.

For a graphite spreader 2.0 mm thick, the formula gives −0.87 % of R_iso. However, H' = 12.65 × 2.0 mm ≈ 25 mm, which exceeds a spreader radius of 20 mm, so this slab is not wide in the required sense. A numerical solution with an insulated rim at 20 mm and a cold base gives +0.51 % instead. The rim obstructs lateral flow, and here that outweighs the help from the base. A real heat sink adds its own resistance between the base and ambient, which is not included here. With the base held at ambient, the half-space is a good model for flat layers in either case.

It is not a good model for upright layers in the same spreader. In the scaling of part (f), the disk's longer semi-axis is proportional to 0.50/√10 ≈ 0.16 and the thickness to 2.0/√1600 = 0.05. The base is then closer than the disk is wide, and 0.782 K/W does not describe this spreader.

Next, let both conductivities fall with heating by the common factor f = T₀/(T₀ + T), where T₀ is the absolute ambient temperature. Define

θ = ∫₀ᵀ f dT₁ = T₀ ln(1 + T/T₀).

Then f∇T = ∇θ, so θ obeys the constant-conductivity problem with the same power. An isothermal disk has uniform θ = PR_iso, and therefore

T_disk = T₀[exp(PR_iso/T₀) − 1].

At T₀ = 300 K the rise becomes 300 × [exp(39.53/300) − 1] = 42.3 K, an increase of 6.9 %. The 1/T law is an assumption here. If the two conductivities varied by different factors, this transformation would fail. A nonlinear finite-volume solution at a disk rise of 150 K gave 0.8109 of the constant-conductivity heat flow, equal to the Kirchhoff prediction to four digits.

The largest omission sized for this example is the solder joint. A layer 20 µm thick with conductivity 50 W/(m K) adds

20×10⁻⁶/(50 × π × (0.50×10⁻³)²) = 0.509 K/W,

or 12.9 % of R_iso. For uniform flux this adds directly to the mean resistance. For an isothermal die it is a lower bound on the increase. The flux is then not uniform, which raises its flux-weighted drop across the joint, and it is not σ(r) either, which raises the flux-weighted rise of the graphite surface above PR_iso. Loss from the open surface, with a coefficient of 16.1 W/(m² K), removes 0.32 % of the heat. A rough vertical phonon mean free path of 0.20 µm is 0.51 % of the half-rise depth, which supports the use of Fourier's law on that scale.

A real die need not be circular, its flux may be neither uniform nor exactly what an isothermal disk would draw, and a graphite spreader may carry a metal skin. This effect is not sized here and need not be small. By part (a), a skin of conductivity k_s and thickness d in perfect contact rests on what acts as an isotropic body of conductivity k_g, so a skin with k_s = k_g leaves the steady half-space resistance unchanged at any thickness. A skin with k_s well above k_g, such as copper, spreads heat before it reaches the graphite and lowers R once k_s d is no longer small compared with ak_g. A skin with k_s below k_g raises R, for uniform flux by at most d/(k_s πa²), and that increase can be large even when k_s d ≪ ak_g. The early transient is the more idealized result: in 0.010 ms heat diffuses only about √(k_z t/C) ≈ 8 µm into the graphite, less than the solder thickness, so heat storage in the solder would alter that part of the curve. Storage in the die reaches further. A die 0.10 mm thick with the same C holds about 0.13 mJ/K, which times the mean resistance of 4.27 K/W gives about 0.5 ms, longer than t_c. The transient values in part (g) therefore describe a flux imposed at the graphite surface, not a die whose power is switched on. Apart from this die thickness, the values used in these estimates are collected in the numerical output below.

Numbers as computed

```
disk radius: 0.50 mm
power: 10.0 W
heat flux: 12.73 W/mm^2
lateral conductivity k_r: 1600 W/(m K)
vertical conductivity k_z: 10 W/(m K)
heat capacity C: 1.60 MJ/(m^3 K)
ambient temperature: 300 K
geometric mean k_g: 126.5 W/(m K)
stretch factor sqrt(k_r/k_z): 12.65
R isothermal disk: 3.953 K/W
R uniform flux, mean: 4.272 K/W
R uniform flux, centre: 5.033 K/W
rise, isothermal disk: 39.5 K
rise, uniform flux, mean: 42.7 K
rise, uniform flux, centre: 50.3 K
half-rise depth on axis: 39.5 um
R if k_r were used alone: 0.3125 K/W
R if k_z were used alone: 50.0 K/W
R with graphite planes upright: 0.782 K/W
crossover time: 0.196 ms
centre rise at 0.010 ms: 11.36 K
centre rise at 0.196 ms: 35.11 K
centre rise at 10.000 ms: 48.09 K
early law (k_z only) at 0.010 ms: 11.36 K
spreader radius: 20 mm
spreader thickness: 2.0 mm
finite spreader, change of R: +0.51 %
wide-slab formula, change of R: -0.87 %
solder thickness: 20 um
solder conductivity: 50 W/(m K)
solder joint resistance: 0.509 K/W
solder joint relative to R: 12.9 %
isothermal rise with k falling as 1/T: 42.3 K
increase from falling k: 6.9 %
surface loss coefficient: 16.1 W/(m^2 K)
heat lost from open surface: 0.32 %
vertical phonon mean free path: 0.20 um
mean free path / half-rise depth: 0.51 %
test: worst resistance deviation: 0.30 %
test: worst depth deviation: 0.27 %
test: worst transient deviation: 0.12 %
test: slab correction deviation: 0.03 %
test: heat ratio at 150 K rise, solver: 0.8109
test: heat ratio at 150 K rise, Kirchhoff: 0.8109
```
